# Why Intrinsic Spin Hall Conductivity Falls in Very Dirty Metals

In the model metal treated here, raising the level broadening from 0.05 to 0.10 eV doubles the resistivity but lowers the spin Hall conductivity by only 5%. Raising it from 0.10 to 1.0 eV multiplies the resistivity by ten, from 23 to 229 µΩ cm, and cuts the spin Hall conductivity from 266 to 30.5 $(\hbar/2e)$ S/cm. Added disorder, almost harmless at first, has become destructive. The calculation must supply the energy scale that separates the two regimes.

## 1. The model and what is called intrinsic

Each spin has two bands,
$$H=\varepsilon_0(\mathbf k)+\mathbf d(\mathbf k)\cdot\boldsymbol\tau,\qquad E_\pm=\varepsilon_0\pm D/2,\qquad D=2|\mathbf d|,$$
where $\boldsymbol\tau$ acts on two orbitals. The spin component $s_z$ is conserved, and spin down has the opposite spin-orbit term. The spin Hall conductivity is $\sigma_{SH}=\sigma_{xy}^\uparrow-\sigma_{xy}^\downarrow$, in charge units; the spin current then carries the factor $\hbar/2e$. I set $\hbar=1$ in the algebra, take temperature zero, and write $\langle\cdots\rangle$ for the average over the Brillouin zone.

The intrinsic part is defined by giving every state the same constant broadening,
$$G_\pm(\varepsilon)=\frac1{\varepsilon-E_\pm+i\Gamma},\qquad A_\pm=-\frac1\pi\operatorname{Im}G_\pm .$$
The lifetime is $\hbar/2\Gamma$. Real scatterers also produce an orbital-dependent self-energy, which is weighed separately in Section 7.

A bubble omits vertex corrections. For local, spin- and orbital-independent scatterers the first ladder correction is proportional to $\langle G^Rv_yG^A\rangle$. If $H(-\mathbf k)=H(\mathbf k)$, the Green functions are even and the velocity is odd, so this average vanishes, and with it the whole ladder. The condition matters: for a Rashba band with coupling 0.3 eV and $\Gamma=0.1$ eV, the first correction is 0.10 eV. The results below should not be carried over to such a band.

## 2. The interband bubble

Let the electron charge be $-e$. A uniform vector potential $A_y$ adds $eA_yv_y$ to $H$, and the current is $-ev_x$. First-order perturbation theory, averaged over the spectral functions, gives the velocity response
$$\Pi=\sum_{nm}v^x_{nm}v^y_{mn}\int\!\!\int d\varepsilon\,d\varepsilon'\,A_n(\varepsilon)A_m(\varepsilon')\frac{f(\varepsilon)-f(\varepsilon')}{\omega+\varepsilon-\varepsilon'+i0}.$$
Since $E_y=i\omega A_y$, the conductivity is $ie^2\Pi/\omega$, apart from the diamagnetic term. Expand the denominator in $\omega$. The zeroth-order term is symmetric under exchange of $n$ and $m$, so it has no Hall part. The linear term is $-\omega/(\varepsilon-\varepsilon')^2$. Its principal part is antisymmetric under that exchange and selects
$$v^x_{+-}v^y_{-+}-(v^x_{+-}v^y_{-+})^*=2i\operatorname{Im}(v^x_{+-}v^y_{-+}).$$
The factors $-i$ and $2i$ multiply to $+2$, so
$$\sigma^\uparrow_{xy}=e^2\langle 2\operatorname{Im}(v^x_{+-}v^y_{-+})\,W\rangle,$$
$$W=P\!\int\!\!\int d\varepsilon\,d\varepsilon'\,A_+(\varepsilon)A_-(\varepsilon')\frac{f(\varepsilon)-f(\varepsilon')}{(\varepsilon-\varepsilon')^2}.$$

The velocity factor follows from the projectors $(1\pm\mathbf n\cdot\boldsymbol\tau)/2$, with $\mathbf n=\mathbf d/|\mathbf d|$. The term $\varepsilon_0$ has no interband velocity. In the trace of projector, $\partial_x\mathbf d\cdot\boldsymbol\tau$, projector and $\partial_y\mathbf d\cdot\boldsymbol\tau$, the two terms linear in $\mathbf n$ each contribute $2i\,\mathbf n\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)/4$. Hence
$$\operatorname{Im}(v^x_{+-}v^y_{-+})=\frac{2B}{D},\qquad B=\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d).$$
The geometric factor $B$ contains no lifetime. The whole dependence on $\Gamma$ is in $W$.

## 3. Surface and sea contributions

Because $\operatorname{Re}G(\varepsilon)=P\int d\varepsilon' A(\varepsilon')/(\varepsilon-\varepsilon')$, the inner integral with a squared denominator is $-\operatorname{Re}G'$. Therefore
$$W=\frac1\pi\int d\varepsilon\,f\,[\operatorname{Im}G_+\operatorname{Re}G_-'-\operatorname{Im}G_-\operatorname{Re}G_+'].$$
Now use $\operatorname{Im}a\operatorname{Re}b=\tfrac12\operatorname{Im}(ab+ab^*)$. The terms with one conjugate combine into a total derivative:
$$W=\frac1{2\pi}\int^\mu d\varepsilon\,\operatorname{Im}(G_+G_-'-G_-G_+')+\frac1{2\pi}\operatorname{Im}[G_+G_-^*]_{\mu}.$$
The first term is the sea part; the second, taken at the Fermi level, is the surface part.

Let $u=\mu-\varepsilon_0$, $x=u-D/2$ and $y=u+D/2$. The surface part is
$$W_{\rm surf}=-\frac{D\Gamma}{2\pi(x^2+\Gamma^2)(y^2+\Gamma^2)}.$$
For the sea part, $G'=-G^2$ and $G_+-G_-=DG_+G_-$ turn the integrand into $D\operatorname{Im}(G_+G_-)^2$. Squaring $G_+G_-=(G_+-G_-)/D$ gives
$$(G_+G_-)^2=\frac{G_+^2+G_-^2}{D^2}-\frac{2(G_+-G_-)}{D^3}.$$
Each term has an elementary integral. With $\phi(x)=\arg(x+i\Gamma)$,
$$W_{\rm sea}=\frac1{2\pi}\left[\frac{\Gamma}{D(x^2+\Gamma^2)}+\frac{\Gamma}{D(y^2+\Gamma^2)}-\frac{2}{D^2}\{\phi(x)-\phi(y)\}\right].$$

In the clean limit, with $\mu$ between the two levels, $\phi(x)=\pi$ and $\phi(y)=0$. The surface part vanishes and $W=-1/D^2$, which is the Berry-curvature result.

In the opposite limit, $\Gamma\gg D$, put $x=y=u$ inside the smooth functions. The surface part becomes $-(D/2\pi)\Gamma/(u^2+\Gamma^2)^2$. The sea integral of $G^4$ is $-G^3/3$, so this part becomes
$$-\frac{D}{6\pi}\operatorname{Im}\frac1{(u+i\Gamma)^3}=-\frac{D}{2\pi}\,\frac{-u^2\Gamma+\Gamma^3/3}{(u^2+\Gamma^2)^3}.$$
Adding the two cancels the terms in $u^2\Gamma$:
$$W\to-\frac{2D}{3\pi}\frac{\Gamma^3}{(u^2+\Gamma^2)^3}.$$
At $u=0$ one state loses weight as $\Gamma^{-3}$. A metal does not follow that law directly, because the number of states within $\Gamma$ of the Fermi level grows.

## 4. Summing the states

Suppose that $D$, $B$ and the density of states vary little over an energy window wider than both $D$ and $\Gamma$. The sum over states at fixed $D$ is then an integral over $u$.

For the surface part, two Lorentzians of half-width $\Gamma$ convolve to one of half-width $2\Gamma$:
$$\int_{-\infty}^{\infty}\frac{du}{(x^2+\Gamma^2)(y^2+\Gamma^2)}=\frac{2\pi}{\Gamma(D^2+4\Gamma^2)}.$$
For the sea part, the two Lorentzians together give $2\pi/D$. The phase $\phi$ drops from $\pi$ to zero, so the integral of $\phi(x)-\phi(y)$ is $\pi D$, and the last term gives $-2\pi/D$. These cancel, leaving
$$\int W_{\rm sea}\,du=0,\qquad \int W_{\rm surf}\,du=-\frac{D}{D^2+4\Gamma^2}.$$
For $D=0.7$ eV and $\Gamma=0.5$ eV the second expression is $-0.7/1.49=-0.470$ eV$^{-1}$, and numerical integration of the closed form agrees.

Both spins contribute equally to the difference $\sigma^\uparrow-\sigma^\downarrow$. Restoring $\hbar$, and dividing by the layer spacing $c$, gives
$$\boxed{\sigma_{SH}=-\frac{8e^2}{\hbar c}\left\langle\frac{B\,\delta(\mu-\varepsilon_0)}{D^2+4\Gamma^2}\right\rangle}$$
with $B$ for spin up and $\mathbf k$ in units of the inverse lattice constant. For $2\Gamma\ll D$ the broadening drops out. For $D\ll2\Gamma$, still well below the bandwidth, the conductivity falls as $\Gamma^{-2}$. This agrees with the single-state kernel, since $\int\Gamma^3du/(u^2+\Gamma^2)^3=3\pi/8\Gamma^2$: three powers lost per state, one regained from the window.

The ordinary conductivity behaves differently. Its intraband part contains $\pi\int A^2du=1/2\Gamma$, hence $\sigma_{xx}\propto1/\Gamma$ throughout. In the dirty regime $\sigma_{SH}\propto\sigma_{xx}^2$. With all components of $\mathbf d$ reduced to 2% of the example's values, doubling $\Gamma$ from 0.1 to 0.2 eV gives exponents $-2.00$ and $-1.00$ for the two conductivities.

## 5. Why the splitting sets the scale

The factor found above can be written as a time integral,
$$\frac{D}{D^2+4\Gamma^2}=\int_0^\infty dt\,\sin(Dt)\,e^{-2\Gamma t}.$$
A density-matrix equation shows what oscillates. Take one $\mathbf k$ with the lower band filled, $\rho_0=|-\rangle\langle-|$, and let the field-induced part relax at rate $2\Gamma$:
$$\dot\rho_1=-i[H,\rho_1]+eE_y\partial_{k_y}\rho_0-2\Gamma\rho_1.$$
Perturbation theory gives $\langle+|\partial_{k_y}\rho_0|-\rangle=-v^y_{+-}/D$. The steady interband coherence is therefore
$$\rho_{+-}=-\frac{eE_y\,v^y_{+-}}{D(2\Gamma+iD)}.$$
Insert it in $j_x=-2e\operatorname{Re}(v^x_{-+}\rho_{+-})$. The Hall part comes from the imaginary part of the velocity product, and hence from the $-iD$ in $1/(2\Gamma+iD)=(2\Gamma-iD)/(D^2+4\Gamma^2)$:
$$\sigma_{xy}=-\frac{2e^2\operatorname{Im}(v^x_{+-}v^y_{-+})}{D^2+4\Gamma^2}.$$
This is the clean Berry response times $D^2/(D^2+4\Gamma^2)$.

The field thus creates a superposition of the two bands, which has to precess through an appreciable angle $Dt$ before it carries transverse velocity. When $2\Gamma\gg D$, scattering destroys it after a small angle of order $D/2\Gamma$. Ordinary transport needs no such precession, so it loses one power of the lifetime where the Hall response loses two.

## 6. Numbers for a layered d-orbital metal

Take stacked square layers of $xz$ and $yz$ orbitals, with
$$\varepsilon_0=-t(\cos k_x+\cos k_y),\qquad d_x=-4t'\sin k_x\sin k_y,$$
$$d_y=\pm\lambda/2,\qquad d_z=-g(\cos k_x-\cos k_y).$$
The upper sign is for spin up. The parameters are $t=2$, $g=0.3$, $t'=0.1$, $\lambda=0.4$ and $\mu=-2$ eV; the lattice and layer spacings are both 0.3 nm. Differentiation gives, for spin up,
$$B=-2\lambda t'g\,(\cos k_x+\cos k_y)(1-\cos k_x\cos k_y).$$
At this $\mu$, $B$ is negative on the shell $\varepsilon_0=\mu$, so $\sigma_{SH}$ is positive; reversing the sign of $t'$ would reverse it.

The splitting on the shell, weighted by $B$, is 0.718 eV, and the clean value is 287 $(\hbar/2e)$ S/cm. At $\Gamma=0.4$ eV the boxed formula, with this one splitting, predicts
$$287\times\frac{0.718^2}{0.718^2+4(0.4)^2}=287\times\frac{0.516}{1.156}\approx128 .$$
The full bubble gives 127. In the table $\mu$ is held fixed.

| $\Gamma$ (eV) | $\rho$ (µΩ cm) | $\sigma_{SH}$ ($(\hbar/2e)$ S/cm) | local exponent |
|---|---:|---:|---:|
| 0.10 | 22.6 | 266 | −0.15 |
| 0.40 | 89.6 | 127 | −1.13 |
| 0.70 | 158 | 57.7 | −1.65 |
| 1.00 | 229 | 30.5 | −1.92 |

The conductivity reaches half its clean value at $\Gamma=0.355$ eV, where $2\Gamma=0.711$ eV, within about 1% of the weighted splitting. Halving every component of $\mathbf d$ moves this point to 0.179 eV, although $\varepsilon_0$ is unchanged. The splitting, not the bandwidth, sets the crossover.

The exponent at 1 eV needs care. The boxed formula with $D=0.718$ eV gives $-8\Gamma^2/(D^2+4\Gamma^2)=-1.77$, while the full bubble gives $-1.92$. The extra fall comes from the finite spectrum. The expression for $B$ vanishes at the band bottom and at $\varepsilon_0=0$, and $\mu$ lies between these zeros. A broader window therefore mixes in states with smaller $|B|$; the states of opposite sign beyond $\varepsilon_0=0$ contribute only about 0.2% at 1 eV. The full result is 8% below the shell formula at 1 eV, against 1% at 0.1 eV. An exponent near $-2$ here is partly a compensation between an incomplete crossover and a finite band.

The ratio $\sigma_{SH}/\sigma_{xx}$ varies as $\Gamma/(D^2+4\Gamma^2)$ in the shell approximation. Setting its derivative to zero gives a maximum at $2\Gamma=D$. Among the computed broadenings the ratio is largest, 0.011, at 0.4 eV, and has fallen to 0.007 at 1 eV. Added disorder improves this ratio up to the crossover and harms it afterwards, provided that the intrinsic part dominates.

## 7. A contribution that constant broadening leaves out

The self-consistent Born approximation for local scalar scatterers gives a smaller answer. With the scalar broadening at $\mu$ fixed to 0.3 eV, it yields 76 instead of 168 $(\hbar/2e)$ S/cm; at 1.0 eV it yields 12.4 instead of 30.5. The fall survives, by a factor of 6.1 against 5.5, but the magnitude is less than half.

An energy-dependent scalar self-energy cannot cause this. It replaces $\varepsilon$ by $w=\varepsilon-\Sigma_0(\varepsilon)$. The sea integrand is then an analytic function of $w$ times $dw$, so its integral depends on the end point $\mu+i\Gamma$ and not on the path. The surface part depends on the same end point.

The difference comes from the orbital part $\Sigma_y\tau_y$. Let $V^2$ be the disorder strength and $N$ the density of states per orbital and spin. The scalar part requires $V^2\pi N=\Gamma$. For $D$ small against the scale on which $N$ varies, the local Green function has a $\tau_y$ component $(\lambda/2)\langle w^{-2}\rangle$, where now $w=\mu-\varepsilon_0+i\Gamma$. Its imaginary part is $(\lambda/2)\pi N'$, so
$$b\equiv\operatorname{Im}\Sigma_y\simeq\frac{\lambda}{2}\,\Gamma\,\frac{N'}{N}.$$

In matrix form the surface term is
$$-\frac{e^2}{4\pi}\operatorname{Re}\langle\operatorname{Tr}[v_xG^Av_yG^R]-\operatorname{Tr}[v_yG^Av_xG^R]\rangle.$$
With $b=0$, $G^R$ and $G^A$ commute, and the large band velocities $\nabla\varepsilon_0$ drop out. With $b\ne0$ their commutator is proportional to $b\,\mathbf d\times\hat{\mathbf y}$. The Pauli traces then give three terms with the same denominator. One, with numerator $-b(\mu-\varepsilon_0)\,\hat{\mathbf y}\cdot(\partial_x\mathbf d\times\partial_y\mathbf d)$, is odd about the shell and nearly averages out. The other two have numerators
$$\Gamma B\quad\text{and}\quad b\,(\partial_x\varepsilon_0\,\partial_y\mathbf d-\partial_y\varepsilon_0\,\partial_x\mathbf d)\cdot(\mathbf d\times\hat{\mathbf y}).$$
For this lattice the second is $4bt\,t'g(\sin^2k_x+\sin^2k_y)(1-\cos k_x\cos k_y)$, opposite in sign to $\Gamma B$. On the shell, $\cos k_x+\cos k_y=|\mu|/t$. The surface term is therefore multiplied by roughly
$$1-\frac{N'}{N}\frac{\overline{v^2}}{|\mu|},\qquad v^2=t^2(\sin^2k_x+\sin^2k_y).$$

The factor does not contain $\Gamma$ explicitly, which is consistent with the similar reduction at both broadenings, although at 1 eV an estimate made on the shell is only rough. There $b$ is 0.032 eV rather than the estimated 0.042 eV, and the real part of $\Sigma_y$, omitted from the estimate, is $-0.034$ eV; it reduces $d_y$, and hence $B$, and supplies about a quarter of the drop. The mean free path quoted in Section 8 corresponds to a root-mean-square $v$ of 2.23 eV, so $\overline{v^2}/|\mu|\approx2.5$ eV. The ratio $76/168=0.45$ then requires $N'/N\approx0.22$ eV$^{-1}$; the density of states of $\varepsilon_0$ alone gives 0.21 eV$^{-1}$ at this $\mu$. The correction is an extrinsic contribution. In this estimate it persists as $\Gamma\to0$, so the clean Berry value alone is not the total Hall response of this disordered model.

## 8. Other limits, and real films

At $\Gamma=1$ eV, keeping the electron count at its clean value of 0.761 per cell moves $\mu$ from $-2.0$ to $-2.8$ eV and lowers $\sigma_{SH}$ from 30.5 to 24.6 $(\hbar/2e)$ S/cm, or 19%. Thermal smearing of the occupations at 300 K changes it by about 0.05%. The mean free path is more serious: it falls from 3.3 nm at $\Gamma=0.1$ eV to 0.33 nm at 1 eV, nearly the lattice spacing. Localization, absent here, can no longer be dismissed. Crossed scattering diagrams are absent too, and for them weak disorder is no excuse: their Hall part, unlike their share of the ordinary conductivity, need not vanish as $\Gamma\to0$. They would be a further extrinsic correction, whose sign and size are not determined here. The last row of the table shows a trend within the bubble, not a reliable prediction.

The energies and resistivities are in the rough range of sputtered films of heavy 5d metals such as tungsten, whose resistive forms reach one to a few hundred µΩ cm. The model is not tungsten's band structure: it has two orbitals and no hopping between layers. Its largest spin Hall ratio, about 0.01, is far below the magnitude of a tenth or more inferred from measurements on resistive tungsten films. Real films also break the assumption of constant, orbital-independent broadening, which in this model alone lowers the result by more than a factor of two. Extended or spin-dependent scatterers can add further extrinsic parts that are not sized here. What can be carried over, with these conditions, is the criterion: the intrinsic part is protected while $2\Gamma$ is well below the splittings that carry the Hall response, is roughly halved when the two are equal, and falls steeply beyond. The last two clauses need the splittings to be narrowly spread, as they are on the shell of this example. If they are widely spread, those larger than $2\Gamma$ survive: a gapped Dirac crossing with $\mu$ at mid-gap keeps about 82% of its clean value when $2\Gamma$ equals the gap, and then falls only as $\Gamma^{-1}$. The numerical output lists the remaining values.

## Numbers as computed

```
Hopping HOP 2.00 eV, anisotropy 0.30 eV
Interorbital hopping 0.10 eV, spin-orbit 0.40 eV
Chemical potential -2.00 eV, eps0 width 8.0 eV
Lattice and layer spacing 0.30 nm
Conductivity unit e^2/(hbar c) 8113.8 S/cm
Weighted on-shell splitting 0.718 eV
Clean spin Hall conductivity 287.4 (hbar/2e) S/cm
Columns: Gamma eV | lifetime fs | resistivity uOhm cm |
 spin Hall (hbar/2e) S/cm | shell formula, same unit |
 spin Hall angle | local exponent dln(sigma_SH)/dln(Gamma)
0.05 | 6.582 | 11.3 | 281.7 | 284.2 | 0.0032 | -0.04
0.10 | 3.291 | 22.6 | 266.4 | 268.9 | 0.0060 | -0.15
0.20 | 1.646 | 45.0 | 218.5 | 221.0 | 0.0098 | -0.48
0.40 | 0.823 | 89.6 | 126.6 | 129.1 | 0.0113 | -1.13
0.70 | 0.470 | 157.8 | 57.7 | 60.3 | 0.0091 | -1.65
1.00 | 0.329 | 229.0 | 30.5 | 33.0 | 0.0070 | -1.92
Half-fall broadening 0.355 eV, twice it 0.711 eV
Half-fall broadening, all splittings halved 0.179 eV
Small-splitting exponents: spin Hall -1.997, longitudinal -1.002
Flat band, D 0.7 eV, Gamma 0.5 eV: surface -0.46980 1/eV, sea 3.3e-13 1/eV (magnitude)
First vertex rung: even model 1.3e-16 eV, Rashba 0.100 eV (coupling 0.3 eV)
Self-consistent Born, Gamma 0.3 eV: 76.0, constant Gamma 168.0 (hbar/2e) S/cm
Self-consistent Born, Gamma 1.0 eV: 12.4, constant Gamma 30.5 (hbar/2e) S/cm
Electrons per cell, clean 0.761
Fixed count at Gamma 1 eV: mu -2.800 eV, spin Hall 24.6 (hbar/2e) S/cm
kT at 300 K 0.0259 eV, thermal change at Gamma 1 eV -0.054 percent
Mean free path at Gamma 0.1 eV 3.349 nm
Mean free path at Gamma 1.0 eV 0.335 nm
Leading small-D formula at Gamma 1 eV 34.8 (hbar/2e) S/cm
```
